# Why a non-uniform magnetic field leaves graphene's zeroth Landau level degenerate

Suppose the zeroth Landau level of a graphene device looks broad, and the magnet or a nearby ferromagnet gives a field that varies by a few per cent. It is tempting to blame the field and improve its homogeneity. For the higher levels that may help. For the zeroth level it removes no width at all within the Dirac model of non-interacting electrons; the field can act on this level only through terms outside that model.

The formula \(E_n=\pm v\sqrt{2e\hbar Bn}\), with the local field inserted, hints at this, since it gives zero for \(n=0\) at any \(B\). It is not a proof: it ignores field gradients, which could shift or mix the states. The construction of Aharonov and Casher settles the matter without assuming a slowly varying field.

## The cancellation behind the zero energy

Take one valley and one spin, electrons of charge \(-e\), and a smooth perpendicular field \(B(x,y)\). There is no scalar potential, mass, Zeeman term or interaction. With \(\boldsymbol\Pi=\mathbf p+e\mathbf A\) and \(\Pi_\pm=\Pi_x\pm i\Pi_y\),

\[
H=v\,\boldsymbol\sigma\cdot\boldsymbol\Pi
=v\begin{pmatrix}0&\Pi_-\\ \Pi_+&0\end{pmatrix},
\]

acting on the amplitudes \((\psi_A,\psi_B)\) on the two sublattices. The commutator is

\[
[\Pi_x,\Pi_y]=e[p_x,A_y]+e[A_x,p_y]
=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\]

Therefore

\[
\Pi_-\Pi_+=\Pi^2+i[\Pi_x,\Pi_y]=\Pi^2+\hbar eB,\qquad
\Pi_+\Pi_-=\Pi^2-\hbar eB .
\]

These are the two diagonal blocks of \(H^2/v^2\). A zero mode on sublattice B obeys \(\Pi_-\psi_B=0\), hence \(\Pi^2\psi_B=\hbar eB(\mathbf r)\psi_B\). The orbital zero-point term and the pseudospin term cancel at every point, not merely on average. It remains to show that such states exist, and how many.

## The modes in closed form

Choose \(\mathbf A=(-\partial_y\phi,\partial_x\phi)\), so that \(\nabla^2\phi=B\), and set \(\chi=e\phi/\hbar\). Let \(z=x+iy\), \(\partial_z=\tfrac12(\partial_x-i\partial_y)\) and \(\partial_{\bar z}=\tfrac12(\partial_x+i\partial_y)\). Then \(p_x-ip_y=-2i\hbar\partial_z\) and

\[
A_x-iA_y=-\partial_y\phi-i\partial_x\phi=-2i\,\partial_z\phi .
\]

Adding the two parts, and repeating the calculation with the opposite sign of \(i\Pi_y\), gives

\[
\Pi_-=-2i\hbar(\partial_z+\partial_z\chi)=-2i\hbar\,e^{-\chi}\partial_z e^{\chi},
\]
\[
\Pi_+=-2i\hbar(\partial_{\bar z}-\partial_{\bar z}\chi)=-2i\hbar\,e^{\chi}\partial_{\bar z}e^{-\chi}.
\]

At \(E=0\) the two sublattices decouple. The equation \(\Pi_-\psi_B=0\) says that \(e^{\chi}\psi_B\) does not depend on \(z\), and \(\Pi_+\psi_A=0\) says that \(e^{-\chi}\psi_A\) does not depend on \(\bar z\):

\[
\psi_B=f(\bar z)\,e^{-\chi},\qquad \psi_A=g(z)\,e^{\chi},
\]

with \(f\) and \(g\) free of singularities in the whole plane. The field profile enters through a positive factor alone; normalization decides which \(f\) and \(g\) are allowed.

## Counting by flux: a localized field

Let \(B\) vanish outside a finite region, with total flux \(\Phi\), and define \(N=\Phi/(h/e)\). Take the solution \(\phi(\mathbf r)=\frac1{2\pi}\int\ln|\mathbf r-\mathbf r'|\,B(\mathbf r')\,d^2r'\). Far away,

\[
\chi=\frac e\hbar\,\frac{\Phi}{2\pi}\ln r+O(1/r)=N\ln r+O(1/r),
\]

so \(e^{-2\chi}\) falls as \(r^{-2N}\). Expand \(f=\sum_{m\ge0}a_m\bar z^m\). Different powers are orthogonal on a circle, so beyond a large radius \(R\) the norm is, up to bounded factors,

\[
\int_{r>R}|f|^2r^{-2N}d^2r=2\pi\sum_m|a_m|^2\int_R^\infty r^{2m+1-2N}dr .
\]

No term is negative, so each must converge. This requires \(2m+1-2N<-1\), that is

\[
m<N-1,\qquad m=0,1,2,\dots
\]

For \(N>0\) the number of modes is the largest integer strictly below \(N\). When \(N\) is an integer, the power \(m=N-1\) gives \(\int dr/r\), a logarithmic divergence, and only \(N-1\) modes remain. For \(0\le N\le1\) there are none. On sublattice A the exponent is \(2m+1+2N\), and for \(N\ge0\) every term diverges. Reversing the total flux exchanges the sublattices.

Two displaced Gaussian flux tubes, whose tails fall fast enough for the same argument, illustrate that only the total counts. Tubes of 2.0 and 1.5 flux quanta give three normalizable modes, and so do tubes of 5.2 and −1.7. Tubes of 2.0 and 1.0 give two; tubes of 0.5 and 0.3 give none. These counts come from numerical norms over successive rings.

A localized field does not isolate its zero modes in energy. Far from it, a wave packet of size \(\rho\) can be built in a field-free region with energy of order \(\hbar v/\rho\), which is as small as one likes. A true Landau level needs a field that extends over the sample.

## Counting by flux: an extended field

Consider a periodic cell \(L_x\times L_y\) with mean field \(B_0>0\) and an integer number \(N=B_0L_xL_y/(h/e)\) of flux quanta. Write \(B=B_0+B_p\). Since \(B_p\) has zero mean, \(\nabla^2\phi_p=B_p\) has a periodic, bounded solution. With \(\chi_p=e\phi_p/\hbar\), the algebra above gives

\[
\Pi_-=e^{-\chi_p}\,\Pi_-^{(0)}\,e^{\chi_p},
\]

where \(\Pi_-^{(0)}\) belongs to the uniform field. Thus \(\psi\) is a zero mode in the field \(B\) if and only if \(e^{\chi_p}\psi\) is one in the field \(B_0\). The factor has no zeros, is bounded, and respects the boundary conditions, so the map can be inverted. This is the reason for the degeneracy: non-uniformity reshapes the modes but cannot create, remove or shift them.

The uniform case is then counted directly. Take \(\mathbf A=(0,B_0x)\), \(l^2=\hbar/(eB_0)\), and periodicity in \(y\), so \(k=2\pi j/L_y\) with integer \(j\). For each \(k\), \(\Pi_-^{(0)}\psi=0\) reads \((\partial_x+k+x/l^2)\psi=0\), which has one solution:

\[
\psi=\sum_k c_k\,e^{iky}e^{-(x+kl^2)^2/2l^2}.
\]

Moving by \(L_x\) adds \(B_0L_x\) to \(A_y\), which the condition \(\psi(x+L_x,y)=e^{-iL_xy/l^2}\psi(x,y)\) compensates. Comparing equal plane waves on both sides gives \(c_k=c_{k+L_x/l^2}\). In terms of \(j\) the period is \(L_xL_y/(2\pi l^2)=N\). There are \(N\) free coefficients, hence \(N\) zero modes. Sublattice A has none: the same kind of map leads to the uniform field, where \(\Pi_-\Pi_+=\Pi_+\Pi_-+2\hbar eB_0\) is strictly positive.

In the other valley the sublattices exchange roles, so a honeycomb lattice should show \(2N\) states near zero per spin. A nearest-neighbour lattice of 30 × 30 cells with six flux quanta confirms this. Its energies come in pairs \(\pm E\), so the twelve states appear as six non-negative levels. With the field varying between 0.4 and 1.6 times its mean, the sixth level lies at about \(10^{-15}t\), where \(t\) is the hopping energy, and the seventh at \(0.222t\).

## The gap, and when it is lost

If \(\Pi_+\Pi_-\psi=\lambda\psi\) with \(\lambda>0\), then \(\Pi_-\psi\) is a non-zero eigenstate of \(\Pi_-\Pi_+\) with the same \(\lambda\). All non-zero levels can therefore be read from

\[
\Pi_-\Pi_+=\Pi_+\Pi_-+2\hbar eB\ \ge\ 2\hbar eB_{\min},
\]

because \(\Pi_+\Pi_-\) is never negative. If \(B\ge B_{\min}>0\) everywhere,

\[
|E|\ge v\sqrt{2e\hbar B_{\min}}\quad\text{for every other level.}
\]

If the field changes sign, the count survives but this guarantee does not. On the same lattice, with the field between −0.6 and 2.6 times its mean, the sixth level is \(6\times10^{-11}t\) and the seventh \(0.152t\), against \(0.268t\) in the uniform field. The seventh level moves by up to about \(0.0015t\) when the boundary phases of the periodic cell are changed. A gap remains in this case, but it is smaller. The sixth level is also well above its value in the other two fields, though still negligible beside the gap; the calculation does not identify the cause.

## How large: graphene under magnetic stripes

Take \(B(x)=B_0+b\cos(2\pi x/P)\) with \(B_0=5\) T, \(b=0.3\) T, \(P=200\) nm and \(v=10^6\) m/s. The magnetic length is 11.5 nm. A square of 1 µm² with one side across the stripes holds five whole periods, so the modulation adds no net flux:

\[
N=\frac{5\ \mathrm T\times10^{-12}\ \mathrm{m^2}}{4.1357\times10^{-15}\ \mathrm{Wb}}=1208.99 .
\]

A field confined to this patch would have 1208 zero modes per valley and spin. For an extended sample the useful quantity is the density with two valleys and two spins, \(4B_0/(h/e)=4.84\times10^{11}\ \mathrm{cm^{-2}}\).

The levels were computed for 24 guiding centres across one period:

- The zeroth level stays within \(2\times10^{-5}\) meV of zero. This is rounding: the calculation finds \(E^2\), and the square root magnifies a tiny error.
- The \(n=1\) level, at 81.1 meV in the uniform mean field, becomes a band from 78.7 to 83.5 meV, 4.7 meV wide. Since \(E_1\propto\sqrt B\), a 6 % field change should move it by about 3 %, or 2.4 meV each way. The computed band edges lie 2.4 meV below and 2.3 meV above the uniform value.
- The bound gives \(81.13\sqrt{4.7/5}=78.66\) meV, just below the lower band edge.
- Without the pseudospin term, the lowest value of \(v\sqrt{\Pi^2}\) would range from 55.7 to 59.0 meV. The cancellation removes both this energy and its 3.3 meV spread.

## What does split the level

To first order, a weak perturbation \(V\) acts through \(PVP\), where \(P\) projects on the zero modes. A scalar potential that varies in space therefore broadens the level directly, while a constant one only shifts it. A uniform mass term \(\Delta\sigma_z\) does not: all modes of one valley sit on one sublattice, so they move together to \(-\Delta\), and those of the other valley to \(+\Delta\). The protection also holds for each valley separately, and the two valleys carry their modes on opposite sublattices. Disorder that varies on the lattice scale, such as uncorrelated bond strengths or flux that changes from hexagon to hexagon, couples the valleys and broadens the level even though the spectrum stays symmetric in \(\pm E\).

Second-neighbour hopping \(t'\) adds \(t'\sum_{\mathbf d}e^{i\mathbf K\cdot\mathbf d}e^{i\mathbf d\cdot\boldsymbol\Pi/\hbar}\) on each sublattice, with six vectors \(\mathbf d\) of length \(\sqrt3a\), where \(a\) is the bond length. The zeroth-order term is \(-3t'\), because each opposite pair contributes \(2\cos(\mathbf K\cdot\mathbf d)=-1\). The linear term vanishes by threefold symmetry. The quadratic term, summed over three pairs, is

\[
\frac{t'}{2\hbar^2}\sum_{\text{3 pairs}}(\mathbf d\cdot\boldsymbol\Pi)^2
=\frac{t'}{2\hbar^2}\,\frac{9a^2}{2}\,\Pi^2
=\frac{9a^2t'}{4\hbar^2}\Pi^2 .
\]

On the zero modes \(\Pi^2\) acts as \(\hbar eB\), so the shift follows the projected field \(PBP\). On the lattice, in the uniform and modulated fields, this formula agrees with the projected hopping to within 2 % of the predicted shift. The shift rests on taking the magnetic phase along the straight line \(\mathbf d\). If the phase is taken through the intermediate atom, the second-neighbour term equals \(t'(H^2/t^2-3)\), with \(H\) the nearest-neighbour Hamiltonian, and the field-dependent shift of the zero modes vanishes. For the stripes, \((a/l)^2=1.5\times10^{-4}\) and \(t'=0.1\) eV give \(2.25\times1.5\times10^{-4}\times0.1\ \mathrm{eV}\approx0.034\) meV, with a variation of 0.004 meV. The Zeeman splitting for \(g=2\) runs from 0.545 to 0.613 meV, so each spin branch acquires a width of 0.034 meV. Here field inhomogeneity does broaden the level, but for non-interacting electrons about 140 times less than it broadens \(n=1\).

## Real devices and what to do

The velocity, the 5 T background and the second-neighbour hopping are rough typical values for graphene. A 0.3 T modulation needs a strongly magnetized film close by: a sinusoidal stray field in free space decays with distance \(d\) as \(e^{-2\pi d/P}\), by a factor \(e\) in 32 nm. The assumptions that real devices break most strongly are the absence of a scalar potential and of interactions. Charge puddles of 5 meV, a rough figure for graphene on hexagonal boron nitride, can broaden the zeroth level by a comparable amount if they are wide compared with the magnetic length; the modes partly average out narrower ones. The Coulomb energy at the magnetic length, with relative permittivity 4, is 31 meV. That is a scale, not a computed splitting, but it far exceeds the thermal energy of 0.36 meV at 4.2 K. Interactions also let the field variation back in. The local density of zero modes closely follows \(B(\mathbf r)\), so a full or empty zeroth level carries a charge modulation of amplitude near \(\delta n=2b/(h/e)\approx1.4\times10^{10}\ \mathrm{cm^{-2}}\). Unscreened, its potential energy \(e^2\delta n\,P/(4\pi\varepsilon_0\varepsilon_r)\) has an amplitude of about 10 meV for the stripes. The Coulomb scale, proportional to \(\sqrt B\), varies by about 2 meV across them. Both are rough estimates, but both are far above 0.034 meV. The flat level is thus the starting point for an interacting calculation, not a forecast of the measured density of states.

For a field that keeps one sign and varies slowly on the lattice scale, the practical consequences are these:

- If the zeroth level is too broad, the field variation is not the direct cause: look at potential disorder, valley-mixing disorder and interactions. For variations of several per cent, estimate the electrostatic potential of the charge that follows the field before ruling the field out.
- If the \(n=1\) level must be sharp, field homogeneity matters: if the field varies slowly over the magnetic length, a small fractional spread in \(B\) gives half that fractional spread in energy. Faster variations are partly averaged out. Potential disorder also acts on \(n=1\), so its width alone does not measure the field variation.
- When designing a field pattern, set the number of states in the zeroth level by the total flux and protect its gap through the minimum field.

The values computed for the flux tubes, the lattice and the stripes are in the numerical output below.

## Computed results

```
PLANE, two flux tubes (fluxes in h/e)
largest relative Dirac residual: 1.3e-08
tubes 2.0 and 1.5, total 3.5: zero modes 3
tubes 5.2 and -1.7, total 3.5: zero modes 3
tubes 2.0 and 1.0, total 3.0: zero modes 2
tubes 0.5 and 0.3, total 0.8: zero modes 0
HONEYCOMB TORUS (energies in t)
cells: 30 x 30; flux quanta: 6
magnetic length: 7.88 a
continuum n=1 energy, uniform field: 0.2694 t
uniform: B/B0 from 1.00 to 1.00
  level 6: 1.3e-15 t; level 7: 0.2677 t; level 18: 0.2677 t
modulated: B/B0 from 0.40 to 1.60
  level 6: 1.4e-15 t; level 7: 0.2223 t; level 18: 0.3134 t
sign-changing: B/B0 from -0.60 to 2.60
  level 6: 6.3e-11 t; level 7: 0.1516 t; level 18: 0.3291 t
largest error of second-neighbour formula: 1.91 %
GRAPHENE UNDER MAGNETIC STRIPES
mean field: 5.0 T; modulation: 0.3 T
period: 200 nm; velocity: 1.0e+06 m/s
magnetic length: 11.47 nm
flux quantum h/e: 4.1357e-15 Wb
flux through 1 um^2: 1208.99 h/e
zero modes of isolated 1 um^2 field patch: 1208 per valley and spin
zeroth-level density, 2 valleys x 2 spins: 4.836e+11 cm^-2
zeroth level, largest numerical |E|: 1.9e-05 meV
n=1 energy in uniform mean field: 81.13 meV
n=1 band: 78.74 to 83.46 meV
n=1 band width: 4.71 meV
lower bound on the gap: 78.66 meV
v*sqrt(Pi^2), lowest band: 55.68 to 59.01 meV
largest n=1 shift on refining the grid: 4.0e-12 meV
NEGLECTED EFFECTS
field averaged over zero modes: 4.710 to 5.291 T
Zeeman splitting (g=2): 0.545 to 0.613 meV
second-neighbour hopping (input): 0.1 eV
second-neighbour shift: 0.0325 to 0.0365 meV
Coulomb energy at l, permittivity 4: 31.4 meV
charge-puddle potential (rough input): 5 meV
thermal energy at 4.2 K: 0.362 meV
lattice correction scale (a/l)^2: 1.5e-04
```
